Radial Dirac levels by linear Adams-Moulton steps and small-component mismatch

**The decision: how many sweeps per orbital**

A self-consistent atomic calculation must find every orbital energy again each time the potential changes. Each trial energy costs one outward and one inward integration. The practical choice is whether to search each level to convergence or to spend one trial on it and go on to the next potential. The answer depends on how much error one trial leaves, in the energy and in the orbital. For the 3s level worked below, a start 0.4% too deep, or 11.6 eV, is reduced by one correction to an error of 0.060 eV. A start 4% too deep, or 116 eV, is left with 5.4 eV. The orbital of that trial is not corrected, and its error is of first order in the offset: ⟨1/r⟩ is off by about 0.3% for the first start and about 2.4% for the second. The next potential is built from this orbital. One trial is therefore enough only when both errors are small against the error of the unfinished potential, and the orbital error is the larger of the two in relative terms.

**Equations and conventions**

The algebra is in hartree atomic units and E excludes the rest energy. The electron moves in a local central potential V that vanishes at infinity. The spinor is (1/r)(P Ω_κ, iQ Ω_−κ), and the radial Dirac equations are

E P = V P − cQ′ + cκQ/r
E Q = (V − 2c²)Q + cP′ + cκP/r.

Solving for the derivatives gives

P′ = −κP/r + aQ,  Q′ = κQ/r − bP,
b = (E − V)/c,  a = 2c + b.

For an attractive potential and a bound electron level, a > 0 everywhere.

Near a point nucleus V ≈ −Z/r, and the solutions behave as r^γ and r^−γ with γ = √(κ² − Z²/c²). I require γ > 1/2. Then r^−γ is not square integrable, and regularity selects one solution. For |κ| = 1 this means Z < (√3/2)c ≈ 118.7.

**The implicit step**

On a grid uniform in x = ln r, with spacing h, d/dx = r d/dr. Writing u = ra and w = rb, the pair becomes

dy/dx = Ay,  y = (P, Q)ᵀ,  A = [[−κ, u], [−w, κ]].

Let f = Ay. The Adams-Moulton formula used here is

y_{n+1} = y_n + h Σ_j β_j f_{n+1−j},  j = 0,…,5.

Put x = x_n + sh, so that the six derivative values sit at s_j = 1 − j. The formula integrates every polynomial f up to degree five without error if

Σ_j β_j s_j^m = ∫₀¹ s^m ds = 1/(m+1),  m = 0,…,5.

These six linear equations give

1440 β = (475, 1427, −798, 482, −173, 27).

The first Taylor term of f that is not integrated correctly is f⁽⁶⁾(sh)⁶/6!. Since f⁽⁶⁾ = y⁽⁷⁾, the defect of one step is

h⁷y⁽⁷⁾ [1/7 − Σ_j β_j s_j⁶]/6! = −(863/60480) h⁷y⁽⁷⁾.

The number of steps over a fixed interval grows as 1/h, so the accumulated error is of order h⁶.

The unknown y_{n+1} also occurs in f_{n+1}. With λ = hβ₀ and all known terms collected in s,

(I − λA_{n+1}) y_{n+1} = s,  s = y_n + h Σ_{j≥1} β_j f_{n+1−j}.

The square of A has diagonal entries κ² − uw and off-diagonal entries −κu + uκ = 0 and wκ − κw = 0. Hence

A² = μ²I,  μ² = κ² − r²ab,
(I − λA)(I + λA) = (1 − λ²μ²)I,
y_{n+1} = (I + λA_{n+1})s/(1 − λ²μ²).

In components, with Δ = 1 − λ²μ²,

P_{n+1} = [(1 − λκ)s_P + λu s_Q]/Δ
Q_{n+1} = [−λw s_P + (1 + λκ)s_Q]/Δ.

No predictor is needed. The algebraic equation is solved without iteration error; the discretization error remains. Iterating y ← s + λAy instead would multiply the error by λA on each pass and would need |λμ| < 1 to converge. The direct solution costs about one such pass and a division.

**Starting at the nucleus**

Five starting points are needed. Expand

rV = Σ_j v_j r^j,  v₀ = −Z,
P = r^γ Σ_k p_k r^k,  Q = r^γ Σ_k q_k r^k.

Multiply the radial equations by r and collect the power r^{γ+k}:

(γ+k+κ)p_k + (v₀/c)q_k = S_k
−(v₀/c)p_k + (γ+k−κ)q_k = T_k,

S_k = (2c + E/c)q_{k−1} − (1/c)Σ_{j=1}^k v_j q_{k−j}
T_k = −(E/c)p_{k−1} + (1/c)Σ_{j=1}^k v_j p_{k−j}.

The determinant is

D_k = (γ+k)² − κ² + Z²/c² = (γ+k)² − γ² = k(k+2γ).

It vanishes at k = 0, which is the condition that fixed γ, and is positive for k ≥ 1. The coefficients then follow from

p_k = [(γ+k−κ)S_k − (v₀/c)T_k]/D_k
q_k = [(γ+k+κ)T_k + (v₀/c)S_k]/D_k.

At k = 0 the two equations are equivalent, but one of them contains the small difference γ − |κ|. The form without cancellation is

κ < 0: p₀ = 1, q₀ = −(Z/c)/(γ−κ)
κ > 0: q₀ = 1, p₀ = (Z/c)/(γ+κ).

The higher powers matter. For the 2s level in a Coulomb field with Z = 80, started at Zr = 0.02, the leading term alone gives an error of 0.70 eV. Powers up to twelve reduce it to 4·10⁻⁹ eV on the same grid.

**Starting in the tail**

Far out b < 0 and μ is real. The locally decaying direction (1, R) satisfies A(1, R)ᵀ = −μ(1, R)ᵀ. Its first row is −κ + uR = −μ, so

R = Q/P = (κ − μ)/(ra).

At large r, μ ≈ r√(−ab), and R tends to −√(−E/(2c² + E)). The five starting values of P grow inward as exp(∫μ dx).

This start is approximate because A varies with x. Inward, however, the wanted solution grows and the unwanted one decays, so their ratio falls roughly as exp(−2∫μ dx). The sweep starts where ∫μ dx from the matching radius r_m reaches 40, or at the last grid point if that comes first, as it can for a very weakly bound trial. Lowering that number to 25 changes the 3s energy by less than 10⁻¹² eV, which is at the level of rounding.

**The energy correction**

Scale the inward solution so that P is continuous at r_m. Q then jumps, unless E is a level. Let (P₀, Q₀) be the true solution at E₀, with coefficients a₀ and b₀. Then

(PQ₀ − QP₀)′
= (−κP/r + aQ)Q₀ + P(κQ₀/r − b₀P₀)
 − (κQ/r − bP)P₀ − Q(−κP₀/r + a₀Q₀).

The four κ terms cancel in pairs. Because a − a₀ = b − b₀ = (E − E₀)/c,

(PQ₀ − QP₀)′ = (E − E₀)(PP₀ + QQ₀)/c.

Integrate from 0 to r_m and from r_m to infinity. The outer limits contribute nothing: the bracket vanishes at least as fast as r^{2γ} at the origin and exponentially at infinity. The sum of the two integrals is

[PQ₀ − Q_out P₀] − [PQ₀ − Q_in P₀] = (Q_in − Q_out)P₀ at r_m,

and therefore

E₀ − E = cP₀(r_m)(Q_out − Q_in)/∫(PP₀ + QQ₀)dr.

This identity is exact but contains the unknown solution. Replacing that solution by the trial gives the usable correction

δE = cP(r_m)(Q_out − Q_in)/N,  N = ∫(P² + Q²)dr.

It is a Newton step. Apply the derivative identity to two outward solutions at E and E + ε. At r_m the bracket is P P_ε(Q_ε/P_ε − Q/P), and it equals −(ε/c)∫₀^{r_m}(PP_ε + QQ_ε)dr. Divide by ε and let ε → 0. The inward branch has r_m as its lower limit, which reverses the sign:

d(Q_out/P)/dE = −(1/cP²)∫₀^{r_m}(P² + Q²)dr
d(Q_in/P)/dE = +(1/cP²)∫_{r_m}^∞(P² + Q²)dr.

For the mismatch g = (Q_out − Q_in)/P the slope is g′ = −N/(cP²), and −g/g′ = δE. Near a level the error after a step is thus proportional to the square of the error before it. A small quadrature error in N changes the step but not the converged energy, which is fixed by Q_out = Q_in.

As c → ∞, continuity of P gives aΔQ = ΔP′ with a ≈ 2c, where Δ means outward minus inward. The correction becomes PΔP′/(2∫P²dr), the derivative-mismatch correction of the radial Schrödinger equation.

**The same number as an energy average**

Consider the Rayleigh quotient in the form that differentiates P but not the discontinuous Q:

N⟨H⟩ = ∫[VP² + (V − 2c²)Q² + 2cQ(P′ + κP/r)]dr.

On each side of r_m, c(P′ + κP/r) = caQ = (2c² + E − V)Q. The integrand becomes

VP² + (2c² + 2E − V)Q² = E(P² + Q²) + c(aQ² − bP²).

The radial equations also give (PQ)′ = aQ² − bP², the κ terms cancelling. Integration over both sides yields

⟨H⟩ = E + cP(r_m)(Q_out − Q_in)/N = E + δE.

This does not make E + δE an upper bound. The Dirac operator is unbounded below: a trial made only of Q has the average −2c² plus the mean of V, which lies below −2c² for an attractive potential.

**A bracket that cannot lose the level**

Newton steps from far away can go astray. Write tan θ = Q/P. Where P = 0, dθ/dr = (PQ′ − QP′)/(P² + Q²) = −a, so the phase crosses these points in one sense. Both sweeps start with P > 0. With n_out and n_in nodes of P met on the way,

θ_out = −n_out π + φ_out,  θ_in = n_in π + φ_in,

where both φ lie between −π/2 and π/2. Define

D = θ_in − θ_out = nπ + φ_in − φ_out,  n = n_out + n_in.

By the slopes just derived, D increases with E. At the level whose P has n* nodes, D = n*π. If n < n*, then D < (n+1)π ≤ n*π and E is too low. If n > n*, then D > (n−1)π ≥ n*π and E is too high. If n = n*, E is too low when φ_out > φ_in, which means δE > 0. This rule was tested at 40 energies for each of two levels.

The label is n* = n_p − l − 1, with n_p the principal quantum number, l = κ for κ > 0 and l = −κ − 1 for κ < 0.

**Pseudocode**

low = −Z²; high = 1.5 V(r_max); E = −√(low·high)
repeat:
  r_m = last grid point with E > V
  outward: five series values, then implicit steps to r_m
  inward: five tail values, then steps with −h to r_m
  scale the inward branch so that P is continuous
  n = nodes of P; N = norm; δE = cP(Q_out − Q_in)/N
  if n = n* and |δE| < 10⁻⁹|E|: return E + δE
  if n < n*, or n = n* and δE > 0: low = E; else high = E
  if n = n* and low < E + δE < high: E = E + δE
  else: E = −√(low·high)

The trapezoidal sum for N, taken in x with weight r, needs the piece below the first point r₀. There the density varies as r^{2γ}, which gives r₀(P² + Q²)/(2γ + 1).

**Accuracy in a Coulomb field**

The 1s level can be solved by hand. Try P = r^γ e^{−ηr} and Q = RP with constant R and κ = −1. The 1/r terms of the first equation give γ = 1 + RZ/c, so R = −c(1 − γ)/Z. The constant terms of the two equations give −η = (2c + E/c)R and η = E/(cR), hence R² = −E/(2c² + E). Since Z²/c² = 1 − γ², R² is also (1 − γ)/(1 + γ). Equating the two gives

E_1s = −c²(1 − γ) = −Z²/(1 + γ).

This lies above −Z², which justifies the lower end of the search for Coulomb fields and for the weaker screened field below. For Z = 80, γ = 0.8119 and E_1s = −96115.84 eV. The integration differs from the closed formula by less than 10⁻⁹ eV. Over five levels up to 4f the largest difference is 4·10⁻⁹ eV. These figures measure numerical error relative to the point-nucleus Dirac equation, not agreement with a real ion.

For 4s, halving h from 0.02 to 0.01 reduces the error from 1.41·10⁻⁵ to 2.13·10⁻⁷ eV, a factor of 66. Sixth order predicts 64.

**A screened example**

Take the model potential

V = −[1 + 79 exp(−r/d)]/r,  d = 0.1 Å.

The nuclear charge is 80 and the charge seen from far away is 1. The series coefficients beyond v₀ are v_j = −79(−1/d)^j/j!. This is not a self-consistent atom: it has no exchange, nuclear size or radiative corrections.

The 3s search takes nine trials. The first, at −613.7 eV, has three nodes instead of two. Its proposed correction of +458 eV points away from the level, and the node count rejects it. The geometric mean with the lower end is −10338.1 eV, which has the right count. Two Newton steps lead to −1605.7 eV, too high again, and one more bisection gives −3301.6 eV. From there Newton's method takes over:

−3301.55 → −2867.27 → −2911.400 → −2912.38595 → −2912.38639 eV.

The errors of the second and third entries are 45.11 and 0.9866 eV. Dividing each following error by the square of the one before gives

0.9866/45.11² = 4.8·10⁻⁴ per eV
4.39·10⁻⁴/0.9866² = 4.5·10⁻⁴ per eV,

a nearly constant ratio, as quadratic convergence requires.

At a trial energy 1% too deep the true correction is 29.124 eV. The exact identity reproduces it, while δE is 29.498 eV: the excess of 0.374 eV is the price of using the trial in place of the solution. The separately evaluated Rayleigh quotient gives 29.498 eV as well.

The small component carries a weight of 0.00755. To leading order Q = (P′ + κP/r)/(2c), and this weight is the mean kinetic energy divided by 2c², or 1.022·10⁶ eV. This estimate gives 7.7 keV. It is too low here, because near the nucleus a exceeds 2c and Q is smaller than the leading-order formula says. The mean kinetic energy is thus well above the binding energy of 2.9 keV.

The final levels are

3s: −2912.386 eV (−107.0282 hartree)
2p₁/₂: −14685.023 eV
2p₃/₂: −12513.625 eV.

An independent adaptive integration agrees within 10⁻⁸ eV. The 2p splitting is 2171.4 eV, against 24622.2 − 22253.7 = 2368.5 eV in the bare Coulomb field. The direction fits the leading-order spin-orbit energy, which is proportional to the average of V′/r. Screening lowers this average in two ways. It multiplies the dominant part of V′ by (1 + r/d)exp(−r/d), which on the nonrelativistic Coulomb 2p orbital costs only about 1%. The weaker attraction also lets the orbital expand, which alone lowers the average of 1/r³ by about 8.5%. The expansion is the main cause of the 8% drop in the splitting.

**Cost, stability and failure modes**

The grid has 2386 points, and a trial visits each point up to the tail start once, except the matching point, which both sweeps reach. Work grows as 1/h while the error falls as h⁶, so halving the step doubles the work and reduces the error about 64-fold, until rounding sets the limit.

Each sweep must run in the direction in which its wanted solution grows. Continuing outward far beyond r_m would amplify any admixture of the growing tail.

The step fails where |λ|μ = 1, because Δ vanishes. In the oscillatory region μ² < 0 and Δ > 1, so this danger lies in the tail, where μ grows with r on a logarithmic grid. A second limit comes from spurious solutions of the difference equation. For the decaying scalar equation dy/dx = −νy, an alternating solution y_n = (−1)^n satisfies the formula when

2 = hν(2432/1440),  hν = 45/38 ≈ 1.18.

This bound is cautious for the tail sweep, because there the wanted solution grows faster than the spurious ones: for constant μ and hμ = 2 the growth factors per step are 8.4 and at most 1.36. In the oscillatory region the wanted solution has no such advantage, and a spurious root exceeds one in modulus from about h|μ| = 1.38. For the converged 3s level the largest hβ₀μ is 0.073, so hμ = 0.073·1440/475 = 0.22 in the tail, and |μ| stays below 3 in the oscillatory region, so h|μ| < 0.015 there. All these limits are far away.

Other failures come from the setting:

- If P(r_m) is close to zero, g is near a pole and the Newton step is poor. Because δE contains the factor P(r_m), it is then small even though E is not a level. The bracket still points to the level, but a trial that falls almost exactly on the pole would pass the return test above. A safe program therefore also requires Q_out − Q_in to be small compared with Q_out before it returns. For an s level the choice E = V places r_m at the edge of the classically allowed region, here 0.121 Å, beyond the last node of 3s.
- A very weakly bound level may lie above 1.5 V(r_max) and outside the search. A level just inside the search is found, but with its tail cut short: the s level near −2.295 eV in the model potential moves by about 5·10⁻⁴ eV when the inward sweep must start at 10 Å. The remedy in both cases is a larger r_max.
- For a finite nucleus v₀ = 0 and γ = |κ|. The recurrence still holds, but the series must start inside the nucleus with the interior coefficients.
- Nonlocal exchange adds a source to the radial equations. The implicit step remains linear, with the source added to s, but a branch can no longer be rescaled freely. The matching and the correction above then need a new derivation.

The remaining figures are in the numerical output.

Numbers as computed

```
Adams-Moulton weights x 1440: 475 1427 -798 482 -173 27
local defect constant: -863/60480
speed of light: 137.035999 atomic units
1 hartree = 27.211386 eV, 1 bohr = 0.52917721 angstrom
Coulomb test: Z = 80, step in ln r = 0.005
  1s1/2: -96115.843336 eV, minus formula -7.5e-10 eV
  2s1/2: -24622.162529 eV, minus formula 4.0e-09 eV
  2p1/2: -24622.162529 eV, minus formula 4.0e-09 eV
  2p3/2: -22253.675627 eV, minus formula -1.6e-10 eV
  4f5/2: -5511.293574 eV, minus formula 8.1e-10 eV
4s error, steps 0.02 and 0.01: 1.41e-05, 2.13e-07 eV
observed order: 6.05
2s error, start at Zr=0.02, leading term only: 7.00e-01 eV
2s error, same start, powers up to 12: 4.03e-09 eV
model: Z = 80, outer charge 1, d = 0.1 angstrom
grid: 2386 points, 6.615e-05 to 9.988 angstrom
3s search: energy (eV), nodes of P, proposed correction (eV)
   1     -613.6919528  3    4.576e+02
   2   -10338.0953803  2    3.550e+03
   3    -6788.3693210  2    5.183e+03
   4    -1605.7219816  3    1.415e+03
   5    -3301.5502174  2    4.343e+02
   6    -2867.2714599  2   -4.413e+01
   7    -2911.3997834  2   -9.862e-01
   8    -2912.3859518  2   -4.393e-04
   9    -2912.3863911  2   -8.849e-11
3s matching radius: 0.12080 angstrom
3s inward start: 1.6102 angstrom
3s largest h*beta0*mu: 0.0732
3s weight of small component: 0.00755
3s change with earlier inward start: 3.9e-13 eV
3s trial 1% too deep: true correction 29.12386 eV
  exact two-solution identity: 29.12386 eV
  Newton correction: 29.49775 eV
  Rayleigh quotient minus trial energy: 29.49819 eV
  mismatch slope, difference/formula: 0.99999955
error after one correction from 4%: 5.3704e+00 eV
error after one correction from 0.4%: 6.0060e-02 eV
model 2p1/2: -14685.022776 eV, minus adaptive -8.0e-09 eV
model 2p3/2: -12513.625477 eV, minus adaptive 2.0e-09 eV
model 3s1/2: -2912.386391 eV, minus adaptive -2.2e-09 eV
model 2p splitting: 2171.39730 eV
model 3s level: -107.02822578 hartree
bracketing rule checked at 40 energies for each of two levels
```
